# Why Smooth Density Plus Compensation Charge Is Not the Valence Density

## One electron around one nucleus

Take a spherical ion with a single valence electron in a hydrogen-like 2s orbital. Measure distance from the nucleus in units of a length \(b=20\) pm, so that \(x=r/b\). The number density of this electron is

\[
n(r)=n_u\,(x-2)^2e^{-x},\qquad n_u=\frac{1}{32\pi b^3}=1243\ \text{nm}^{-3}.
\]

This is a model with round parameters, not a self-consistent atom. At the nucleus \(n(0)=4n_u=4974\) nm\(^{-3}\). At \(x=2\) the orbital has a node and the density vanishes.

The projector augmented-wave (PAW) method replaces such an orbital by a smooth one inside an augmentation sphere, here of radius \(r_c=120\) pm, or \(x=6\). With \(u=r/r_c=x/6\), the orbital is proportional to \((6u-2)e^{-3u}\). At \(u=1\) its value, first and second derivatives with respect to \(u\) are \(4e^{-3}\), \(-6e^{-3}\) and \(0\). Inside the sphere I use \(e^{-3}P(u)\) with \(P=a_0+a_1u^2+a_2u^4\), and match all three:

\[
a_0+a_1+a_2=4,\qquad 2a_1+4a_2=-6,\qquad 2a_1+12a_2=0 .
\]

Subtracting the second equation from the third gives \(8a_2=6\). Hence \(a_2=0.75\), \(a_1=-4.5\), \(a_0=7.75\), and the smooth density inside is

\[
\tilde n(r)=n_u e^{-6}\left(7.75-4.5u^2+0.75u^4\right)^2 .
\]

The two densities coincide outside the sphere but hold different charges inside it. Since \(4\pi b^3n_u=1/8\), the true charge inside is

\[
\frac18\int_0^6x^2(x-2)^2e^{-x}dx
=\frac18\Big[-e^{-x}(x^4+4x^2+8x+8)\Big]_0^6
=1-187e^{-6}=0.5365 .
\]

For the smooth density, \(x^2dx=216\,u^2du\), and squaring \(P\) gives

\[
27e^{-6}\int_0^1u^2\left(60.0625-69.75u^2+31.875u^4-6.75u^6+0.5625u^8\right)du=0.6643 .
\]

The smooth density holds too much charge. A compensation density \(\hat n\) must therefore carry \(q_0=0.5365-0.6643=-0.1278\) electrons. A convenient shape, zero beyond a radius \(R_g\le r_c\), is

\[
\hat n(r)=\frac{105\,q_0}{32\pi R_g^3}\left(1-\frac{r^2}{R_g^2}\right)^2 .
\]

The prefactor follows from \(\int_0^1t^2(1-t^2)^2dt=\frac13-\frac25+\frac17=\frac{8}{105}\): multiplied by \(4\pi R_g^3\), this makes the total charge \(q_0\).

Now compare values at the nucleus. The smooth density gives \(n_ue^{-6}(7.75)^2=185\) nm\(^{-3}\). The compensation density gives \(-77\) nm\(^{-3}\) for \(R_g=120\) pm and \(-261\) nm\(^{-3}\) for \(R_g=80\) pm. The sum \(\tilde n+\hat n\) is therefore 108 nm\(^{-3}\) with the wide, or soft, shape and \(-76\) nm\(^{-3}\) with the narrow, or hard, one. The true value is 4974 nm\(^{-3}\). One candidate for "the valence density" is too small by a factor of about 46, and the other is negative. Yet both have the right total charge.

## The belief, and what is right about it

The belief is that \(\tilde n+\hat n\) is the all-electron valence density, perhaps slightly smoothed, so that its maxima, saddle points and Bader basins can be read as those of the electrons. A Bader basin is the region from which paths of steepest ascent lead to a given maximum. Its boundary is a zero-flux surface: the density gradient has no component normal to it.

The belief has good support. In PAW the valence density is

\[
n=\tilde n+\sum_a\left(n^a-\tilde n^a\right),
\]

where \(n^a\) and \(\tilde n^a\) are the one-centre true and smooth densities at atom \(a\), and each bracket vanishes outside that atom's sphere. If \(\hat n\) is also confined to the spheres, then outside them

\[
\tilde n+\hat n=\tilde n=n
\]

at every point. The sum also integrates to the right number of electrons, and it is the source from which the long-range electrostatic potential is computed.

I assume non-overlapping spheres and partial waves complete enough that \(\tilde n^a=\tilde n\) inside sphere \(a\). The compensation charge here represents valence electrons alone. If a program also puts core and nuclear charge into \(\hat n\), that part must be removed before the comparison.

Inside a sphere, however, the replacement of \(n^a-\tilde n^a\) by \(\hat n\) preserves a list of integrals, not a function of position.

## What the compensation charge is required to do

Consider one site with axial symmetry, and write the density difference in Legendre polynomials:

\[
n^a-\tilde n^a=\sum_l d_l(r)P_l(\cos\theta).
\]

Its multipole moments are

\[
q_l=\int r^lP_l(\cos\theta)\,(n^a-\tilde n^a)\,dV
=\frac{4\pi}{2l+1}\int_0^{r_c}r^{l+2}d_l(r)\,dr .
\]

The factor comes from \(2\pi\) for the azimuth and \(\int_{-1}^{1}P_l^2\,d\mu=2/(2l+1)\); different \(l\) are orthogonal. The compensation density is built as

\[
\hat n=\sum_{l\le l_{\max}}\frac{2l+1}{4\pi}\,q_l\,g_l(r)P_l(\cos\theta),
\qquad \int_0^{R_g}r^{l+2}g_l\,dr=1 .
\]

Its own moment is then \(\frac{2l+1}{4\pi}q_l\cdot\frac{4\pi}{2l+1}\cdot1=q_l\), as required. For the shape \(g_l=C_lr^l(1-r^2/R_g^2)^2\), the normalization integral is

\[
C_lR_g^{2l+3}\left(\frac1{2l+3}-\frac2{2l+5}+\frac1{2l+7}\right)
=\frac{8\,C_lR_g^{2l+3}}{(2l+3)(2l+5)(2l+7)}=1 ,
\]

which fixes \(C_l\). For \(l=0\) it gives \(C_0=105/(8R_g^3)\), and \(q_0C_0/4\pi\) is the prefactor used above.

Why are moments enough for the outside potential? Let \(\delta=n-\tilde n-\hat n\) be the error made inside one sphere. At a point at distance \(R>r_c\) and polar angle \(\Theta\),

\[
V_\delta=-\frac{e}{4\pi\varepsilon_0}\int\frac{\delta(\mathbf r)}{|\mathbf R-\mathbf r|}dV,
\qquad
\frac1{|\mathbf R-\mathbf r|}=\sum_l\frac{r^l}{R^{l+1}}P_l(\cos\gamma),
\]

where \(\gamma\) is the angle between \(\mathbf R\) and \(\mathbf r\), and the minus sign is that of the electron charge \(-e\). Because \(\delta\) does not depend on azimuth, \(P_l(\cos\gamma)\) may be replaced by its azimuthal average, which the addition theorem gives as \(P_l(\cos\Theta)P_l(\cos\theta)\). Therefore

\[
V_\delta=-\frac{e}{4\pi\varepsilon_0}\sum_l\frac{P_l(\cos\Theta)}{R^{l+1}}
\int r^lP_l(\cos\theta)\,\delta\,dV .
\]

Each integral is a moment of \(\delta\). If all of them vanish, so does the outside potential error, whatever \(\delta\) looks like inside. If \(l_{\max}\) is too small, the omitted moments remain and the outside potential is itself approximate.

The argument cannot be run backwards. Add to \(\hat n\) any spherical function that is confined to the sphere and integrates to zero. No moment changes, and neither does the outside potential, but the interior density does. Changing \(R_g\) is one such change in the spherical part. A maximum that comes or goes with \(R_g\) is therefore not a property of the electrons.

## A directional orbital

To see the moments at work, put one electron in the equal mixture \((\phi_s+\phi_p)/\sqrt2\), where

\[
\phi_s=\sqrt{n_u}\,(x-2)e^{-x/2},\qquad
\phi_p=\sqrt{n_u}\,x e^{-x/2}\cos\theta .
\]

The smooth s wave is the one already found. For the p wave, the factor \(e^{-x/2}=e^{-3u}\) is replaced by \(e^{-3}(4-4.5u^2+1.5u^4)\). At \(u=1\) the bracket has value 1, slope \(-9+6=-3\) and second derivative \(-9+18=9\), as \(e^{-3u}\) requires.

The squared orbital contains \(1\), \(\cos\theta\) and \(\cos^2\theta=(1+2P_2)/3\), so \(l=0,1,2\) is the complete list. Numerical radial integration of the moment formula gives \(q_0=0.0581\) electrons, \(q_1=-0.271\) electron pm and \(q_2=183.7\) electron pm\(^2\).

Look at the potential 150 pm from the nucleus, at \(30^\circ\) to the axis, where \(P_1=0.866\) and \(P_2=0.625\). With \(e/(4\pi\varepsilon_0)=1440\) V pm, the uncompensated difference \(n-\tilde n\) produces

\[
-1440\left(\frac{0.0581}{150}-\frac{0.271\times0.866}{150^2}
+\frac{183.7\times0.625}{150^3}\right)\text{V}
\]
\[
=(-0.558+0.015-0.049)\ \text{V}=-0.592\ \text{V}.
\]

Direct three-dimensional numerical integration of the Coulomb law, without the multipole expansion, also gives \(-0.592\) V. Compensating \(l=0\) and \(l=1\) leaves the last term, \(-0.049\) V. Compensating \(l=2\) as well leaves an error at the level of rounding, below \(10^{-14}\) V, for both the soft and the hard shape.

At the nucleus the same integration gives a different verdict. The potential of the true valence density minus that of \(\tilde n+\hat n\) is \(-1.89\) V for the soft shape and \(-1.13\) V for the hard one. The interior potential of the compensated density is thus neither correct nor unique. A PAW calculation repairs this with one-centre terms, which restore the true interior and remove the compensated one. The compensated density is an intermediate quantity in that calculation.

## Critical points that are not there

Return to the spherical ion. A critical point has zero density gradient; in a spherical density, a zero of \(dn/dr\) away from the nucleus gives a whole critical shell. For the true valence density

\[
\frac{dn}{dr}=\frac{n_u}{b}\left[2(x-2)-(x-2)^2\right]e^{-x}
=\frac{n_u}{b}(x-2)(4-x)e^{-x}.
\]

There is a minimum at \(x=2\), or 40 pm, which is the node, and a maximum at \(x=4\), or 80 pm.

For the hard compensated density, the nucleus has the negative value found above. At \(r=R_g=80\) pm, \(\hat n\) and its slope both vanish, because the shape has a double zero there. The smooth density is positive and falling at that radius, since \(P>0\) and \(P'=-9u+3u^3<0\) for \(0<u\le1\). The sum therefore rises from a negative number to positive values and arrives at 80 pm already falling, so it must have a maximum in between. Numerical root finding puts it at 74.8 pm. For the soft density, a numerical scan out to 200 pm finds no critical shell.

So the true valence density has two critical shells, the hard compensated density has one, and the soft one has none. The hard maximum lies near the true valence maximum, but it owes its existence to the choice of \(R_g\): widening the compensation shape to \(R_g=120\) pm removes it.

There is a second trap here. Even the true valence density is the wrong input for topology, because its shells come from an orbital node. The electron density of the ion includes the core. Give the ion two hydrogen-like 1s electrons of the same length \(b\). Their density is \(2e^{-2x}/(\pi b^3)=64n_ue^{-2x}\), and the total slope becomes

\[
\frac{dn_{\rm tot}}{dr}=\frac{n_u}{b}e^{-x}\left[(x-2)(4-x)-128e^{-x}\right].
\]

Outside the interval \(2<x<4\) the first term is zero or negative. Inside it the first term is at most 1, while \(128e^{-x}\) exceeds \(128e^{-4}=2.3\). The slope is negative everywhere, so in this model the total density has a maximum at the nucleus and no critical shell at all. Its value there is \(68n_u\), about 84,600 nm\(^{-3}\).

The soft compensated density has the same simple topology as the total density: one maximum, at the nucleus. That resemblance does not protect the basin charge when neighbours push the basin boundary into the sphere, as the tight cage below shows.

## When the basin charge survives

Suppose the true and compensated valence densities, including the tails of neighbours, join with equal value and gradient at every augmentation sphere. Suppose also that at every point of every sphere the density falls in the outward direction. A path of steepest ascent can then cross any of these surfaces inward but not outward.

Start two such paths from the same point outside, one in each density. They coincide until they meet a sphere, because the densities are identical there. Whichever sphere they enter, they stay in it, and paths that start inside another sphere never leave it. The exterior region drained into a given sphere is therefore the same for both densities and contains no part of another sphere. The interior belongs to it entirely, and its charge is the same because the monopoles agree. Hence the basins of all maxima inside the sphere, taken together, hold the same charge in \(n\) and in \(\tilde n+\hat n\). I assume here that interior paths end on maxima, apart from a set of zero volume.

This protects the sum, not the individual pieces. If a spurious maximum splits the interior, its separate basin charge has no meaning for the atom. And if the zero-flux surface bounding these combined basins passes through the atom's own sphere or a neighbour's, the condition fails, because somewhere on that sphere ascent leads outward; in the second case the atom's basin contains part of the neighbour's sphere, where the two densities differ.

## A boundary outside, then inside

Surround the ion with a smooth density that increases outward,

\[
n_c(r)=n_0\frac{\sinh y}{y},\qquad y=\kappa r,\qquad \frac1\kappa=40\ \text{pm}.
\]

It stands for the tails of neighbouring atoms and is added to every version of the ion's density, without interference between orbitals. The boundary of the ion's basin is then a sphere at a density minimum, and the basin charge is \(\int4\pi r^2n\,dr\) up to the outermost minimum. If a density also has an inner minimum, as the true valence density has at its node, this is the combined charge of the basins on both sides of it.

At the augmentation sphere, \(x=6\) and \(y=3\). The ion's valence density has slope \(-8e^{-6}n_u/b=-1233\) nm\(^{-4}\). The cage has slope

\[
\kappa n_0\left(\frac{\cosh3}{3}-\frac{\sinh3}{9}\right)=2.243\,\kappa n_0,
\qquad \kappa=25\ \text{nm}^{-1}.
\]

For \(n_0=5\) nm\(^{-3}\) this is 280 nm\(^{-4}\), so the sum is about \(-952\) nm\(^{-4}\) and the sphere captures ascending paths. For \(n_0=25\) nm\(^{-3}\) it is 1402 nm\(^{-4}\), the sum is about \(+169\) nm\(^{-4}\), and the boundary has moved inside.

Locating the minima by root finding and integrating numerically gives the following. Charges count valence and cage electrons; for the total density, the two core electrons have been subtracted.

| Density | \(n_0=5\) nm\(^{-3}\) | \(n_0=25\) nm\(^{-3}\) |
|---|---|---|
| Total | 155.1 pm; 1.069 | 117.5 pm; 0.882 |
| True valence | 155.0 pm; 1.068 | 115.9 pm; 0.847 |
| Soft \(\tilde n+\hat n\) | 155.0 pm; 1.068 | 76.8 pm; 0.246 |
| Hard \(\tilde n+\hat n\) | 155.0 pm; 1.068 | 116.0 pm; 0.850 |

In the loose cage the three valence descriptions agree, as the capture argument requires. The total density differs slightly because the model core has a small tail beyond the sphere. Its negative slope moves the minimum outward.

In the tight cage the soft compensated density loses \(0.882-0.246=0.636\) electrons, or 72% of the total-density result. The reason is visible in the slopes. Since \(q_0<0\), the soft \(\hat n\) is negative and rises to zero at 120 pm. It adds a positive slope throughout the outer part of the sphere, so the decline of the ion's density is weakened and the rising cage overtakes it much closer to the nucleus.

The hard density gives 0.850, close to the true valence result 0.847 (the further gap to 0.882 comes from the core, whose negative slope moves the boundary outward), and this closeness has a definite cause. Between 80 and 120 pm its \(\hat n\) is zero, leaving \(\tilde n\), whose orbital matches the true one through the second derivative at 120 pm. The mismatch therefore starts at third order in the distance from the sphere, and the boundary happens to lie only 4 pm inside. The charges up to 120 pm are equal, so those up to 116 pm differ little. A boundary deeper in the sphere would not have this excuse. The same hard density is negative at the nucleus, so its good basin charge does not certify its interior.

## What to analyse instead

The remedy is to put back what the compensation charge stands in for:

\[
n_{\rm tot}=\tilde n+\sum_a\left(n^a-\tilde n^a\right)+\sum_a n^a_{\rm core}.
\]

The compensation density does not appear. The grid must resolve the restored structure: in the model the core density falls by a factor \(e\) every \(b/2=10\) pm. Critical points and zero-flux surfaces can then be sought everywhere, including inside the spheres, to the accuracy of the partial waves and the grid.

If \(\tilde n+\hat n\) is all that is available, its critical points outside the spheres are still those of the valence density, under the completeness and confinement assumptions made above. Its combined basin charge for a sphere is also usable when the density falls outward over the whole surface of that sphere and of every other sphere, so that the boundary of each sphere's combined basin stays outside all spheres (boundaries between maxima within one sphere may still cross it). To treat these as results for the total density, one must add that the core is negligible outside. Points and boundaries inside the spheres need the reconstructed density.
